\section*{Why a small state-interaction basis underestimates a heavy p-level splitting}

\section*{Question}

One treatment of spin-orbit coupling first computes a few electronic states with a scalar Hamiltonian, which has no spin-orbit term, and then diagonalizes the spin-orbit operator among them. This is the state-interaction (SI) method. For one p electron outside closed shells, the smallest list of states is the lowest $^2P$ term. What does this list leave out of the splitting between $p_{1/2}$ and $p_{3/2}$, why can the omission make the splitting too small when the nucleus is heavy, and what would the list have to contain to correct it?

\section*{Mechanism: two levels share one radial function}

Spin-orbit coupling is attractive for $p_{1/2}$ and repulsive for $p_{3/2}$. The first electron is drawn towards the nucleus, where the coupling is strong, and the second is pushed away from it. Their radial functions should therefore differ. The $^2P$ term, however, contains one radial function, that of the scalar valence orbital. Diagonalization within the term can recombine its angular and spin parts, but it cannot contract or expand the orbital.

To change a radial function, one must mix in other p orbitals. In the language of states, these are single excitations $p\to p'$. To see their effect without other complications, I treat independent electrons in a fixed central potential $V(r)$. Changes of the mean field, two-electron spin-orbit terms beyond this field, and electron correlation are left out.

\section*{The Hamiltonian and the small SI result}

Atomic units are used, and the rest energy is subtracted. The Dirac equation for the large component $\varphi$ and the small component $\chi$ is
\begin{align}
V\varphi+c\,\boldsymbol\sigma\cdot\mathbf p\,\chi&=E\varphi,\\
c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi+(V-2c^2)\chi&=E\chi .
\end{align}
The second line gives $\chi=c\,\boldsymbol\sigma\cdot\mathbf p\,\varphi/(2c^2+E-V)$. For a valence level in an attractive potential, $|E|\ll 2c^2\le 2c^2-V$, so $E$ may be dropped from the denominator. Insertion into the first line yields the zeroth-order regular approximation,
\begin{equation}
H=V+\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p,
\qquad K=\frac{c^2}{2c^2-V}.
\end{equation}

The identity $\sigma_i\sigma_j=\delta_{ij}+i\epsilon_{ijk}\sigma_k$ separates the spin. Since $\mathbf p\times\mathbf p=0$ and $\mathbf p$ acting on $K$ gives $-i\nabla K$,
\begin{equation}
\boldsymbol\sigma\cdot\mathbf p\,K\,\boldsymbol\sigma\cdot\mathbf p
=\mathbf p\cdot K\mathbf p+\boldsymbol\sigma\cdot(\nabla K\times\mathbf p).
\end{equation}
With $\nabla K=K'\mathbf r/r$, $\mathbf r\times\mathbf p=\mathbf l$ and $\boldsymbol\sigma=2\mathbf s$, this becomes
\begin{equation}
H=H_0+\xi(r)\,\mathbf l\cdot\mathbf s,\qquad
H_0=V+\mathbf p\cdot K\mathbf p,\qquad \xi=\frac{2K'}{r}.
\end{equation}
When $|V|\ll2c^2$, $\xi$ reduces to the familiar $V'/(2c^2r)$.

Let $a$ be the eigenvalue of $\mathbf l\cdot\mathbf s=\tfrac12[j(j+1)-l(l+1)-\tfrac34]$. For $l=1$ it is $a=\tfrac12$ for the four $p_{3/2}$ states and $a=-1$ for the two $p_{1/2}$ states. Let $|v\rangle$ be the scalar valence orbital, with energy $\varepsilon_v$, and let $\zeta=\langle v|\xi|v\rangle$. The six-state SI matrix is $\varepsilon_v+\zeta\,\mathbf l\cdot\mathbf s$, with levels $\varepsilon_v+\zeta/2$ and $\varepsilon_v-\zeta$. The splitting $\Delta=E_{3/2}-E_{1/2}$ is then
\begin{equation}
\Delta_{\rm SI}=\tfrac32\zeta .
\end{equation}

A better choice of the shared function does not remove the restriction. For any common normalized radial function $f$, the average energy of the six states is
\begin{equation}
\langle f|H_0|f\rangle+\frac{4(\tfrac12)+2(-1)}{6}\langle f|\xi|f\rangle
=\langle f|H_0|f\rangle .
\end{equation}
Making this average stationary gives back the scalar orbital equation. By this criterion the scalar orbital is already the right compromise; the fault lies in having to compromise.

\section*{Formula: what the single excitations add}

For each $j$, the radial problem is $H_0+a\xi$. Treat $a$ as a continuous parameter and follow the valence level $E(a)$, with normalized orbital $|v(a)\rangle$. Let $|m\rangle$ be the other scalar p orbitals and $\xi_{mv}=\langle m|\xi|v\rangle$. First-order perturbation theory gives
\begin{equation}
|v(a)\rangle=|v\rangle-a\sum_{m\ne v}|m\rangle
\frac{\xi_{mv}}{\varepsilon_m-\varepsilon_v}+O(a^2).
\end{equation}
The admixture has opposite signs for $p_{1/2}$ and $p_{3/2}$, which is how their radial functions separate.

Define $\zeta(a)=\langle v(a)|\xi|v(a)\rangle$. The Hellmann--Feynman theorem gives $dE/da=\zeta(a)$, because $a$ enters the Hamiltonian only through $a\xi$. Hence
\begin{equation}
\Delta=\int_{-1}^{1/2}\zeta(a)\,da .
\end{equation}
The small SI calculation replaces $\zeta(a)$ by the constant $\zeta(0)=\zeta$.

To first order in $a$, the two cross terms in $\zeta(a)$ give
\begin{equation}
\zeta(a)=\zeta-2aS+O(a^2),\qquad
S=\sum_{m\ne v}\frac{\xi_{mv}^2}{\varepsilon_m-\varepsilon_v}.
\end{equation}
Integration from $0$ to $a$ yields $E(a)=\varepsilon_v+a\zeta-a^2S+O(a^3)$, and therefore
\begin{equation}
\Delta=\tfrac32\zeta-\left(\tfrac14-1\right)S+\cdots
=\tfrac32\zeta+\tfrac34S+\cdots .
\end{equation}
If $S>0$, relaxation lowers both levels at this order, but it lowers $p_{1/2}$ four times as much. The splitting grows by the difference.

\section*{The sign of the correction}

Virtual levels, with $\varepsilon_m>\varepsilon_v$, contribute positively to $S$. Core p levels contribute negatively. For the lowest p level there is no p core, so $S\ge0$. For a 6p level the sign depends on the balance, and no variational theorem guarantees an underestimate.

The core terms have a many-electron meaning. Consider one spinor channel, that is, one pair $(j,m_j)$. With a closed core alone, the excitation of a core electron $i$ into $v$ contributes $-a^2\xi_{iv}^2/(\varepsilon_v-\varepsilon_i)$ to the second-order energy. A valence electron in that channel blocks this excitation, so the contribution is lost. It also brings its own excitations into the virtual levels. The change in energy is
\begin{equation}
-a^2\sum_{m>v}\frac{\xi_{mv}^2}{\varepsilon_m-\varepsilon_v}
+a^2\sum_{i<v}\frac{\xi_{iv}^2}{\varepsilon_v-\varepsilon_i}
=-a^2S .
\end{equation}
The energy of the closed core without the valence electron, including its own second-order terms, is common to both $j$ and cancels in $\Delta$. To be balanced at second order, a list of states therefore needs two families of singles: valence to virtual, and core to valence.

\section*{Number: a heavy model atom}

Take a model atom with nuclear charge $Z=80$ and
\begin{equation}
V(r)=-\frac{{\rm erf}(r/\rho)}{r}\left[1+\frac{Z-1}{h(e^{r/d}-1)+1}\right],
\qquad h=d\,(Z-1)^{0.4}.
\end{equation}
Here $\rho=10^{-4}$ bohr smears the nucleus, and $d=0.6955$ bohr places the scalar 6p level at $-0.2$ hartree. The radial equations were diagonalized in 44 Gaussian p functions, whose exponents start at $0.002$ bohr$^{-2}$ and grow by factors of 1.8. The continuum is thus represented by discrete levels.

The scalar orbital has $\zeta=0.02856$ hartree, so
\begin{equation}
\Delta_{\rm SI}=1.5\times0.02856=0.0428\ \text{hartree}
\quad(9400\ \text{cm}^{-1}).
\end{equation}
Separate diagonalization for each $j$ gives
\begin{equation}
\Delta=-0.18747-(-0.24125)=0.05378\approx0.0538\ \text{hartree}
\quad(11800\ \text{cm}^{-1}).
\end{equation}
The small SI value is 20\% too low relative to the relaxed one. Direct numerical integration of the four-component radial Dirac equation in the same potential also gives $0.0538$ hartree, so the deficit does not come from the two-component reduction.

The response sum is a difference of larger parts:
\begin{equation}
S=0.01968-0.01155=0.00813\ \text{hartree},
\end{equation}
from virtual and core levels respectively. The second-order term $\tfrac34S=0.0061$ hartree supplies a little over half of the missing $0.0109$ hartree. The remaining $0.0048$ hartree comes from higher orders, so second order explains the direction of the error but does not suffice for its size.

The relaxed orbitals show the mechanism. The mean radius is 3.00 bohr for $6p_{1/2}$, 3.42 bohr for the scalar orbital and 3.59 bohr for $6p_{3/2}$. The radial overlap of the two relaxed functions is still 0.974, yet their spin-orbit integrals are $0.0621$ and $0.0220$ hartree, a ratio of 2.8. A modest change of the whole orbital goes with a large change near the nucleus, where $\xi$ is concentrated.

\section*{Which states repair the list?}

Diagonalizing $H_0+a\xi$ within selected sets of scalar p orbitals gives these splittings:
\begin{center}
\begin{tabular}{lc}
Orbitals in the list & $\Delta$ (hartree)\\
6p & 0.0428\\
6p, 7p, 8p & 0.0434\\
core p and 6p & 0.0382\\
6p and all virtual p & 0.1034\\
all p & 0.0538
\end{tabular}
\end{center}

Adding 7p and 8p recovers about 5\% of the missing splitting. This agrees with the division of the virtual part of $S$ by energy. In this basis, all bound virtual levels together supply $0.0013$ hartree, levels from 0 to 100 hartree supply $0.0099$ hartree, and levels above 100 hartree supply $0.0085$ hartree. This division depends on how the continuum is discretized: a finer radial basis gives $0.0012$, $0.0104$ and $0.0081$ hartree, a shift of up to $0.0005$ hartree, with the same total. Most of the virtual response thus comes from the discretized continuum, much of it at high energy, and not from the low bound excited states.

The list with all virtual orbitals but no core orbitals overshoots badly. The variational principle fixes the direction of the error in each level, though not by itself in the splitting. Suppose there are $v$ core p levels. The $v+1$ lowest relaxed orbitals of a given $j$ span a space that contains at least one vector orthogonal to all $v$ scalar core orbitals. Its energy cannot exceed that of the relaxed valence level. The lowest level of the virtual-only list therefore lies at or below the relaxed valence level, for each $j$. Since the splitting comes out $0.1034-0.0538=0.0496$ hartree too large, $p_{1/2}$ must have fallen too low by at least that amount. Core orbitals fixed in their scalar form do not hold it up as the relaxed core would.

\section*{Lighter atoms and the limits of the answer}

At leading order, the missing part relative to the SI value is $\tfrac34S/(\tfrac32\zeta)=S/(2\zeta)$. For weak relativity $\xi\propto c^{-2}$, so $\zeta\propto c^{-2}$ and $S\propto c^{-4}$, and this ratio vanishes as $c^{-2}$. The small list then becomes adequate.

The same potential form, with $d$ readjusted to keep the scalar valence level at $-0.2$ hartree, gives deficits relative to the relaxed splitting of 2.4\% for 4p at $Z=30$, 6.9\% for 5p at $Z=50$ and 20\% for 6p at $Z=80$. The growth is somewhat faster than $Z^2$ over these three cases. A leading dependence on $(Z/c)^2$ is plausible, since $\xi$, which drives the relaxation and weighs its effect, is concentrated near the nucleus, but three models do not establish a law.

These percentages belong to a fixed mean field. In a real atom or molecule the other electrons respond to the changed valence orbital, and errors in the scalar states or in the spin-orbit operator can add to the deficit or hide it. Agreement of a small SI calculation with a measured splitting would therefore not show that the radial relaxation is present. Within the model, the remedy is to let spin-orbit coupling act while the orbitals are determined, for core and valence alike, as in the last row of the table. A list with both families of single excitations, extending far into the continuum, contains the second-order term $\tfrac34S$, but for $Z=80$ diagonalizing it does not repair the splitting. Its valence-to-virtual family alone gives the $0.1034$ hartree of the table, and at second order the core-to-valence family takes away only $\tfrac34\times0.01155=0.0087$ hartree. Diagonalizing the two families together gives $0.097$ hartree, far above $0.0538$ hartree. When core and valence orbitals all relax, the determinant built from them also contains core-to-virtual excitations, whose contributions cancel in $\Delta$ at second order but need not cancel beyond it, and simultaneous excitations of several electrons. Adding all core-to-virtual singles to the list gives $0.048$ hartree, so a list of scalar states that is to recover the full splitting must include the simultaneous excitations as well. This holds when the p core is explicitly present. If there is no p core, as for the lowest p level or with a pseudopotential that removes it, the valence orbital and its excitations to virtual levels span the whole one-electron space, and that family alone is complete within the model.
